# Thermal diffusion length in silicon at 1 MHz and implant depths

A pump laser whose power is modulated at 1 MHz heats a small area of an implanted silicon wafer. A second beam reads the modulated reflectance, which depends on the damage left by the ions and so serves to monitor the dose. The damage lies at most a micrometre or so below the surface for common implants. How far does the modulated heat travel, and can it tell one such depth from another?

## The diffusion length

Take first a beam so wide that heat flows only along the depth $z$. Let $k_s$ be the thermal conductivity of silicon, $C$ its heat capacity per volume and $D=k_s/C$ its diffusivity. Energy balance with Fourier's law gives

$$C\,\frac{\partial T}{\partial t}=k_s\frac{\partial^2T}{\partial z^2}.$$

Write the modulated part of $T$ as the real part of $\theta(z)e^{i\omega t}$, with $\omega=2\pi f$. Each time derivative becomes a factor $i\omega$, so

$$\theta''=\sigma^2\theta,\qquad \sigma^2=\frac{i\omega}{D}.$$

Since $\sqrt i=(1+i)/\sqrt2$, the root with positive real part is

$$\sigma=(1+i)\sqrt{\frac{\omega}{2D}}=\frac{1+i}{\mu},\qquad \mu=\sqrt{\frac{2D}{\omega}}=\sqrt{\frac{D}{\pi f}}.$$

The solution that vanishes at great depth is $\theta\propto e^{-z/\mu}e^{-iz/\mu}$. Over one length $\mu$ the amplitude falls to $1/e$ of its value and the phase lags by one radian.

Rough room-temperature values are $k_s=150$ W/(m K) and $C=1.65\times10^6$ J/(m³ K). Their quotient is $D=9.09\times10^{-5}$ m²/s, and

$$\mu=\sqrt{\frac{9.09\times10^{-5}}{\pi\times10^6}}\ \text{m}\approx5.4\ \mu\text{m}.$$

The diffusion length is thus about 5 μm. The convention matters: $\sqrt{D/\omega}$ would give 3.8 μm and $\sqrt{D/f}$ 9.5 μm.

Common implants reach depths $d$ from tens of nanometres to about 1 μm; MeV implants can go several micrometres deep and are left aside. The small parameter is therefore

$$\varepsilon=\frac d\mu .$$

For $d=0.1$ μm it is $0.1/5.38=0.0186$. The wave crosses such a layer with 98 % of its amplitude and a lag of 1.1°. To make $\mu$ equal to this depth, the frequency would have to be $D/(\pi d^2)\approx2.9$ GHz.

## What a damaged layer adds

Let damage change the conductivity to $k(z)$ and leave $C$ unchanged. Define the added thermal resistivity $\rho(z)=1/k(z)-1/k_s$. With heat flux $q=-k\theta'$ and absorbed power density $s(z)$, energy balance reads

$$\theta'=-\frac qk,\qquad q'=-i\omega C\theta+s .$$

Compare this with undamaged silicon that receives unit flux at its surface. Its temperature and flux are

$$G=\frac{e^{-\sigma z}}{k_s\sigma},\qquad g=e^{-\sigma z},$$

which obey $G'=-g/k_s$ and $g'=-i\omega CG$. Differentiate a cross product of the two solutions:

$$(\theta g-Gq)'=\theta'g+\theta g'-G'q-Gq'$$
$$=-\frac{qg}{k}-i\omega C\theta G+\frac{qg}{k_s}+i\omega CG\theta-Gs=-\rho qg-Gs.$$

Integrate from the surface to great depth, where both fields vanish. Since $g(0)=1$,

$$\theta(0)=G(0)q(0)+\int_0^\infty Gs\,dz+\int_0^\infty\rho\,q\,g\,dz .$$

The first two terms do not contain $\rho$, so they are the surface temperature $\theta_0(0)$ without damage. The change is

$$\Delta\theta(0)=\int_0^\infty\rho(z)\,q(z)\,g(z)\,dz .$$

A layer counts in proportion to the heat flux through it, $q$, and to the factor $g$ by which its effect returns to the surface.

## First limit: all heat absorbed at the surface

Here $q(0)=1$ and $s=0$. Without damage $q=e^{-\sigma z}$ and $\theta_0(0)=1/(k_s\sigma)$. Consider a uniform layer from the surface to $d$, with conductivity $k_1$ and ratio $r=k_s/k_1$ of order one.

The damage alters $q$ inside the layer only through extra stored heat, $\delta q=-i\omega C\int_0^z\delta\theta\,dz'$. There $\delta\theta$ is of order $\rho d$, so $\delta q$ is of order $k_s\sigma^2\rho d^2=(r-1)\sigma^2d^2$. It affects the relative signal at order $\varepsilon^3$. Through order $\varepsilon^2$ the undamaged flux suffices:

$$\frac{\Delta\theta(0)}{\theta_0(0)}=k_s\sigma\rho\int_0^de^{-2\sigma z}dz=(r-1)\frac{1-e^{-2\sigma d}}2=(r-1)\left(\sigma d-\sigma^2d^2+\dots\right).$$

Because $\sigma d=(1+i)\varepsilon$ and $\sigma^2d^2=2i\varepsilon^2$, the real part of this relative change is $u=(r-1)\varepsilon$ and the imaginary part is $v=(r-1)(\varepsilon-2\varepsilon^2)$, to this order. The amplitude ratio is $\sqrt{(1+u)^2+v^2}=1+u+v^2/2+\dots$, hence

$$\frac{\Delta|\theta(0)|}{|\theta_0(0)|}=(r-1)\varepsilon+\frac{(r-1)^2}{2}\varepsilon^2+O(\varepsilon^3).$$

As a round model value for partial damage take $k_1=50$ W/(m K), so $r=3$. For $d=0.1$ μm the leading term is $2\times0.0186=3.7\,\%$ and the correction is $2\times0.0186^2=0.07\,\%$. Their sum is 3.8 %.

The leading term has a simple meaning. At that order $\Delta\theta(0)=\rho d$ for unit flux, which is the added thermal resistance of a unit area. For a general profile, expanding $e^{-2\sigma z}$ gives

$$\Delta\theta(0)\approx\int\rho\,dz-2\sigma\int z\rho\,dz .$$

The leading term contains no information on where the damage lies; depth enters with the first correction. Move a thin layer of fixed added resistance from 0.1 to 0.3 μm. Its weight $|e^{-2\sigma z}|=e^{-2z/\mu}$ goes from $0.982^2=0.96$ to $0.946^2=0.89$, a fall of about 7 % in the magnitude of the complex change. Relative to $\theta_0(0)=1/(k_s\sigma)$ the depth correction is $-2k_s\sigma^2\int z\rho\,dz$, which is imaginary, so at this order it shows in the phase and not in the amplitude. In this limit the thermal wave mostly integrates over the implant.

## Second limit: light absorbed below the layer

Blue light at 488 nm penetrates crystalline silicon by roughly $1/\alpha=0.6$ μm, more than many implant depths. Now $s=\alpha e^{-\alpha z}$ and $q(0)=0$. In undamaged material

$$k_s(\theta''-\sigma^2\theta)=-\alpha e^{-\alpha z}.$$

Insert $\theta=Ae^{-\alpha z}+Be^{-\sigma z}$. The source fixes $A=-\alpha/[k_s(\alpha^2-\sigma^2)]$. The flux is $q=k_s(\alpha Ae^{-\alpha z}+\sigma Be^{-\sigma z})$, and its vanishing at the surface gives $B=-\alpha A/\sigma$. Therefore

$$q=\frac{\alpha^2}{\alpha^2-\sigma^2}\left(e^{-\sigma z}-e^{-\alpha z}\right),\qquad \theta_0(0)=A+B=\frac{\alpha}{k_s\sigma(\alpha+\sigma)} .$$

Near the surface $q\approx\alpha^2z/(\alpha+\sigma)-\alpha^2z^2/2$: little heat has yet been released above a shallow layer, so little flows through it. Multiply by $g\approx1-\sigma z$ and integrate to $d$:

$$\int_0^dqg\,dz\approx\frac{\alpha^2d^2}{2(\alpha+\sigma)}\left[1-\frac{(\alpha+\sigma)d}{3}-\frac{2\sigma d}{3}\right].$$

Multiplying by $\rho$ and dividing by $\theta_0(0)$ leaves

$$\frac{\Delta\theta(0)}{\theta_0(0)}\approx(r-1)\,\sigma d\,\frac{\alpha d}2\left[1-\frac{\alpha d}3-\sigma d\right].$$

In the real part the term $-\sigma d$ drops out, because $(\sigma d)^2$ is imaginary. For $d=0.1$ μm, $\alpha d=0.167$, and the amplitude change is $0.0372\times0.083\times0.944=0.29\,\%$. The squared imaginary part is negligible here. The same layer now produces a signal about thirteen times smaller than with surface absorption, although $\mu$ has not changed.

Depth now matters at leading order. For a thin layer of fixed added resistance the weight is $|qg|$, which grows by a factor of about 2.4 when the layer moves from 0.1 to 0.3 μm. The contrast comes from the optical absorption profile, not from the decay of the thermal wave. A single amplitude still cannot separate the depth of a layer from its added resistance.

## Where the expansion stops being useful

The table gives the attenuation and lag of the plane wave at depth $d$, and the change of surface amplitude for $k_1=50$ W/(m K). The changes come from a finite-volume solution of the heat equation with 5 nm cells.

| $d$ (μm) | $e^{-d/\mu}$ | lag | surface absorption | buried absorption |
|---|---|---|---|---|
| 0.03 | 0.994 | 0.3° | 1.1 % | 0.03 % |
| 0.1 | 0.982 | 1.1° | 3.8 % | 0.29 % |
| 0.3 | 0.946 | 3.2° | 11.6 % | 2.4 % |
| 1.0 | 0.830 | 10.7° | 38 % | 19 % |

For surface absorption at 0.3 μm, $\varepsilon=0.0558$. The leading term gives 11.2 % and the corrected expansion 11.8 %, against 11.6 %. At 1 μm, $\varepsilon=0.186$: the leading term gives 37 %, but adding the $\varepsilon^2$ term gives 44 %, farther from the numerical 38 %. The omitted terms matter there. For buried absorption the expansion also needs $\alpha d\ll1$, which fails at 1 μm, where $\alpha d=1.7$.

## A spot narrower than the diffusion length

Dose monitors can focus the pump to about a micrometre. Heat then also spreads sideways. A point source of power $P$ on an insulated surface produces $\theta=Pe^{-\sigma R}/(2\pi k_sR)$ at distance $R$; the prefactor makes the flux through a small hemisphere equal to $P$. For a Gaussian intensity $I(r)=(2P/\pi a^2)e^{-2r^2/a^2}$ absorbed at the surface, sum the sources on the axis, using $R^2=r^2+z^2$ and $r\,dr=R\,dR$:

$$\theta(z)=\frac1{k_s}\int_z^\infty I\!\left(\sqrt{R^2-z^2}\right)e^{-\sigma R}\,dR .$$

At $z=0$ and for $a\ll\mu$, expand $e^{-\sigma R}\approx1-\sigma R$. The two integrals of the Gaussian are $\int_0^\infty e^{-2R^2/a^2}dR=a\sqrt{\pi/8}$ and $\int_0^\infty Re^{-2R^2/a^2}dR=a^2/4$, so

$$\theta(0)\approx\frac{P}{\sqrt{2\pi}\,k_sa}\left(1-\frac{\sigma a}{\sqrt{2\pi}}\right).$$

The leading term contains neither $\omega$ nor $\mu$: the spot size has replaced the diffusion length. Numerical quadrature of the axial field, followed by root finding, puts the $1/e$ depth of the amplitude at 0.76 μm for $a=1$ μm. For $a=200$ μm it is 5.4 μm, the plane-wave value. Thus $\mu$ describes the heated depth for a wide beam, not for this focused one.

The layer signals and depth weights found earlier, including the table, also hold only for a wide beam. Under a tight spot the added resistance of a layer competes with a resistance set by $a$ instead of $\mu$. For surface absorption and $a=1$ μm this raises the signal of the 0.1 μm layer about tenfold. Sideways spreading then also makes the signal depend on depth over a fraction of a micrometre. On the axis of this spot, moving a thin layer from 0.1 to 0.3 μm lowers its signal to about 0.46 of its value for surface absorption and to about 0.8 for buried absorption, so the growth with depth found for the wide beam is reversed.

## The real measurement

The values of $k_s$, $C$ and $1/\alpha$ are rough ones for lightly doped crystalline silicon; $k_1$ depends on the damage and was simply chosen. For an absorbed mean power of 5 mW, all taken to become heat where it is absorbed, and $a=1$ μm, the static formula gives a rise of 13 K. Averaging the axial field over the absorption depth lowers this to 7.7 K. With $k_s\propto T^{-1.4}$ as a rough law near 300 K and $C$ held fixed, $\mu$ shrinks to 5.3 μm, a minor change.

Three other assumptions matter more. First, damage alters the optical absorption, which moves the wafer between the two limits above; for the 0.1 μm layer under a wide beam their conductivity signals differ about thirteenfold (eleven- to seventeenfold for $1/\alpha$ between 0.5 and 0.8 μm), and under the 1 μm spot only about threefold, 41 % against 13 %. The altered absorption also changes the surface temperature by itself. Under a wide beam, moving all the heat from the buried profile to the surface multiplies the undamaged amplitude by $|1+\sigma/\alpha|$, a rise of about 12 %, which is more than either conductivity signal of that layer. For the focused spot the rise is larger still, as the static values of 13 K and 7.7 K suggest. Second, an amorphised layer has a conductivity of roughly 1.8 W/(m K), so its own diffusion length is about 0.6 μm and the ratio $k_s/k_1$ is about 80, no longer of order one. Third, Fourier's law needs layers thicker than the phonon mean free path. The single-path estimate $3D/v$, with a rough sound speed $v=6400$ m/s, is 43 nm for undamaged silicon. Phonons with much longer paths carry a good part of the heat there, so the results for thin layers and for the micrometre spot are nominal.

The reflectance also responds to electrons and holes created by the pump. A 2.54 eV photon leaves a fraction $1-1.12/2.54=0.56$ of its energy as prompt heat. With 5 mW modulation amplitude and buried absorption, the focused-source integral gives a prompt temperature amplitude of 3.8 K. A rough thermoreflectance of $10^{-4}$ per kelvin turns this into a relative reflectance change of $3.8\times10^{-4}$.

For carriers, the same integral applies with $\sigma^2$ replaced by $(1+i\omega\tau)/(D_a\tau)$, $k_s$ by $D_a$, and power by photon rate. Taking $D_a=18$ cm²/s and $\tau=10$ μs, without surface recombination, gives a density amplitude $N=1.5\times10^{18}$ cm⁻³. The Drude change of the dielectric constant, $-Ne^2/(\epsilon_0m\omega_p^2)$, with $\omega_p$ the angular frequency of a 633 nm probe, $m=0.15$ electron masses and refractive index 3.9, then changes the Fresnel reflectance by $-1.3\times10^{-4}$. This is about a third of the thermal part and opposite in sign. The ratio is nominal: at such densities scattering between carriers lowers $D_a$, and a value of 10 cm²/s would raise the ratio to about 0.6. Heat released later by recombination is left out. Recombination at the surface or at implant damage reduces the ratio: modelled as a surface recombination velocity of $10^5$ or $10^6$ cm/s, it lowers 0.35 to about 0.2 or 0.06. That shift, up to about 0.3 of the thermal part, can exceed the 13 % conductivity signal of the 0.1 μm layer under the same spot, so the dose signal of a real wafer need not come mainly from the conductivity change modelled above.

The 5 μm length is therefore a sound estimate of thermal diffusion, but it does not by itself fix the depth or size of the implant signal. Converting a measured signal into dose requires calibration on wafers of known dose, with the implant species, energy and optical conditions held fixed.

Numerical values quoted here were computed with a short program.
